# Electron-electron coalescence of local solutions of the Dirac-Coulomb equation

## The physical question

When two electrons meet, their repulsion \(1/r\) grows without limit, and the kinetic energy operator acting on the wave function must cancel it. In the Schrödinger equation the kinetic energy has two derivatives. A term linear in \(r\) is enough, and the singlet wave function starts as \(1+r/2\). The Dirac kinetic energy has one derivative. It lowers a power of \(r\) by one, just as multiplication by \(1/r\) does, so the two compete at every small distance and can fix a non-integer power.

Hartree atomic units are used, with \(c=1/\alpha\). The Hamiltonian is

\[
H=\sum_{i=1}^{2}\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+\beta_ic^2+V(\mathbf r_i)\right]+\frac1r,\qquad \mathbf r=\mathbf r_1-\mathbf r_2 .
\]

It contains no Breit interaction and no projectors onto positive-energy states. Let \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\), with momenta \(\mathbf P\) and \(\mathbf p\) conjugate to \(\mathbf R\) and \(\mathbf r\). Then \(\mathbf p_1=\mathbf P/2+\mathbf p\) and \(\mathbf p_2=\mathbf P/2-\mathbf p\).

## Assumptions and theorem

**Assumptions.** Near a point \(\mathbf R\) away from the nuclei, an antisymmetric 16-component solution of \((H-E)\Psi=0\) has the form \(\Psi=r^\nu\Phi(\mathbf R,\hat{\mathbf r})+\Psi'\), with \(\Phi\neq0\) smooth. The remainder \(\Psi'\) is \(o(r^\nu)\), its \(\mathbf r\)-gradient is \(o(r^{\nu-1})\), and its \(\mathbf R\)-gradient is \(o(r^{\nu-1})\). The solution is square integrable near \(r=0\), and \(0<\alpha<\sqrt3\).

Let \(J\) be the quantum number of \(\mathbf J=\mathbf r\times\mathbf p+\tfrac12(\boldsymbol\sigma_1+\boldsymbol\sigma_2)\).

**Theorem.** If the leading term has \(J=0\), then

\[
\boxed{\nu=\sqrt{1-\alpha^2/4}-1=-\frac{\alpha^2}{8}+O(\alpha^4)} .
\]

In the class whose large-large (LL) part is a spin singlet \(\chi\), the leading components are, up to a common factor,

\[
\Psi_{LL}=\Psi_{SS}=r^\nu\chi,\qquad
\Psi_{LS}=\Psi_{SL}=2ic\nu\,r^\nu(\boldsymbol\sigma_1\cdot\hat{\mathbf r})\chi .
\]

For \(J\ge1\) all allowed leading exponents are positive.

This is a statement about local solutions. It does not assert that \(H\) has normalizable bound states, a point taken up below for an isolated pair.

## Lemma 1: the leading equation

*The leading term satisfies*

\[
\left[c(\boldsymbol\alpha_1-\boldsymbol\alpha_2)\cdot\mathbf p+\frac1r\right]r^\nu\Phi=0 .
\]

*Proof.* The kinetic terms combine to \(c(\boldsymbol\alpha_1-\boldsymbol\alpha_2)\cdot\mathbf p+\tfrac c2(\boldsymbol\alpha_1+\boldsymbol\alpha_2)\cdot\mathbf P\). Acting on \(r^\nu\Phi\), the first part and \(1/r\) give terms of order \(r^{\nu-1}\). The \(\mathbf P\) term, the rest masses, \(V\) and \(E\) give order \(r^\nu\). By assumption the remainder contributes \(o(r^{\nu-1})\), so the coefficient of \(r^{\nu-1}\) must vanish. \(\square\)

The leading operator commutes with \(\mathbf J\), so each \(J\) can be treated separately.

## Lemma 2: separation by chirality and spin

Write \(\boldsymbol\alpha_i=\gamma_{5,i}\boldsymbol\sigma_i\), where \(\gamma_5\) exchanges L and S. Its eigenstates \(|\pm\rangle=(|L\rangle\pm|S\rangle)/\sqrt2\) have chirality \(\lambda=\pm1\). The leading operator conserves both chiralities.

For the spins take \(\chi=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2\) and the orthonormal triplet vectors \(|t_j\rangle=\sigma_{1j}\chi\). Since \(\sigma_{2i}\chi=-\sigma_{1i}\chi\),

\[
\sigma_{1i}|t_j\rangle=\delta_{ij}\chi+i\epsilon_{ijk}|t_k\rangle,\qquad
\sigma_{2i}|t_j\rangle=-\sigma_{1j}\sigma_{1i}\chi=-\delta_{ij}\chi+i\epsilon_{ijk}|t_k\rangle .
\]

The difference and the sum of the spins therefore act as

\[
(\sigma_1-\sigma_2)_i\chi=2|t_i\rangle,\qquad (\sigma_1-\sigma_2)_i|t_j\rangle=2\delta_{ij}\chi,
\]
\[
(\sigma_1+\sigma_2)_i\chi=0,\qquad (\sigma_1+\sigma_2)_i|t_j\rangle=2i\epsilon_{ijk}|t_k\rangle .
\]

Expand each chirality block as \(s\chi+\sum_jt_j|t_j\rangle\) and use \(\mathbf p=-i\nabla\).

*For equal chiralities \(\lambda_1=\lambda_2=\lambda\),*

\[
-2ic\lambda\nabla\cdot\mathbf t+\frac sr=0,\qquad -2ic\lambda\nabla s+\frac{\mathbf t}r=0 .
\]

*For opposite chiralities \(\lambda_1=-\lambda_2=\lambda\),*

\[
\frac sr=0,\qquad 2c\lambda\nabla\times\mathbf t+\frac{\mathbf t}r=0 .
\]

The curl arises from \(2i\epsilon_{ijk}(-i\partial_i)t_j=2(\nabla\times\mathbf t)_k\). \(\square\)

## Lemma 3: the exponents

**Equal chiralities.** The second equation gives \(\mathbf t=2ic\lambda r\nabla s\). Substitution in the first, with \((-2ic\lambda)(2ic\lambda)=4c^2\), yields

\[
\nabla\cdot(r\nabla s)+\frac{\alpha^2}{4}\frac sr=0 .
\]

If \(s=0\), then \(\mathbf t=0\) as well. A singlet has \(J\) equal to its orbital angular momentum, so put \(s=r^\nu Y_J\). Then

\[
\nabla\cdot(r\nabla s)=r\nabla^2s+\partial_rs
=[\nu(\nu+1)-J(J+1)+\nu]\,r^{\nu-1}Y_J ,
\]

and hence

\[
(\nu+1)^2=1+J(J+1)-\frac{\alpha^2}{4}.
\]

**Opposite chiralities.** Expand the triplet vector as

\[
\mathbf t=r^\nu\left[aY_J\hat{\mathbf r}+b\,r\nabla Y_J+d\,\mathbf r\times\nabla Y_J\right].
\]

The first two parts have curls \(-a\,r^{\nu-1}\mathbf r\times\nabla Y_J\) and \((\nu+1)b\,r^{\nu-1}\mathbf r\times\nabla Y_J\). For the third, \(\nabla Y_J\) is homogeneous of degree \(-1\), so

\[
\nabla\times(\mathbf r\times\nabla Y_J)=\mathbf r\nabla^2Y_J-\nabla Y_J .
\]

The gradient of \(r^\nu\) adds \(\nu r^{\nu-1}\hat{\mathbf r}\times(\mathbf r\times\nabla Y_J)=-\nu r^\nu\nabla Y_J\). The third curl is thus

\[
-d\,r^{\nu-1}\left[J(J+1)Y_J\hat{\mathbf r}+(\nu+1)r\nabla Y_J\right].
\]

With \(\kappa=\lambda\alpha/2\), the equation \(\nabla\times\mathbf t=-\kappa\mathbf t/r\) gives

\[
J(J+1)d=\kappa a,\qquad (\nu+1)d=\kappa b,\qquad -a+(\nu+1)b=-\kappa d .
\]

If \(d=0\), all coefficients vanish. Otherwise, eliminating \(a\) and \(b\) gives

\[
(\nu+1)^2=J(J+1)-\frac{\alpha^2}{4},\qquad J\ge1 .
\]

For \(J=0\) there is just the radial part \(a\). Its curl is zero, so \(a=0\).

**Antisymmetry.** Exchange reverses \(\mathbf r\) and swaps the spins and chiralities. In an equal-chirality block the singlet changes sign under spin exchange, so \(s\) must be even in \(\mathbf r\), and \(J\) must be even. For opposite chiralities, exchange relates the block \(+-\) to \(-+\) and does not restrict \(J\). \(\square\)

## Proof of the theorem

For \(J=0\) only equal chiralities survive, and \(\nu=-1\pm\sqrt{1-\alpha^2/4}\). Near the origin the norm contains \(\int r^{2\nu+2}dr\). On the lower branch the exponent is \(-2\sqrt{1-\alpha^2/4}\), which is below \(-1\) for \(\alpha<\sqrt3\), so the integral diverges. The upper branch is integrable and remains.

For \(J\ge1\) the lower branches also fail to be integrable, because \((\nu+1)^2>1/4\). On the upper branches \((\nu+1)^2>1\), so those exponents are positive.

In the two equal-chirality blocks let \(s_{++}=A_+r^\nu\) and \(s_{--}=A_-r^\nu\). Then \(\mathbf t=2ic\lambda\nu r^\nu\hat{\mathbf r}A_\lambda\). Transforming back to L and S,

\[
\Psi_{LL}=\Psi_{SS}=\tfrac12(\Psi_{++}+\Psi_{--}),\qquad
\Psi_{LS}=\Psi_{SL}=\tfrac12(\Psi_{++}-\Psi_{--}).
\]

The choice \(A_+=A_-=1\) makes LL a pure singlet and gives the stated components. The choice \(A_+=-A_-\) places the singlet in LS and SL, with the same exponent. \(\square\)

**Remark on the exponents.** The 16-component leading operator was diagonalized in spherical harmonics for \(J=0,1,2\) at two enlarged couplings, and its antisymmetric exponents and their multiplicities agree with Lemma 3. At \(\alpha=0.9\) both routes give \(\nu=-0.10697\) for \(J=0\). Inserting the leading spinor into the operator leaves a residual whose norm, divided by that of \(\Psi/r\), is \(2\times10^{-8}\), against \(0.45\) when the exponent is shifted by \(0.05\).

**Remark on the small components.** The equality of LL and SS looks contrary to the usual ordering by powers of \(\alpha\). That ordering needs potential energies small compared with \(2c^2\). Here \(r\to0\) at fixed \(c\), and \(1/r\) exceeds every rest-mass term.

## Proposition: the isolated pair with mass and energy

Let \(V=0\), \(\mathbf P=0\), and let \(W\) be the total energy including rest mass. Define \(D=W-1/r\) and take \(\Psi_{LL}=F(r)\chi\), \(\Psi_{SS}=G(r)\chi\), \(u=F+G\). *Wherever \(D\neq0\),*

\[
-4c^2\nabla\cdot\left(\frac{\nabla u}{D}\right)=\frac{D^2-4c^4}{D}\,u,
\qquad F=\frac{D+2c^2}{2D}u,\qquad G=\frac{D-2c^2}{2D}u .
\]

*Proof.* The mass terms cancel in the mixed components. Using \(\sigma_{2i}\chi=-\sigma_{1i}\chi\),

\[
D\Psi_{SL}=c\boldsymbol\sigma_1\cdot\mathbf p\,F\chi-c\boldsymbol\sigma_2\cdot\mathbf p\,G\chi
=-icu'(\boldsymbol\sigma_1\cdot\hat{\mathbf r})\chi ,
\]

and \(D\Psi_{LS}\) is the same. The LL and SS equations then have a common right-hand side:

\[
(D-2c^2)F=(D+2c^2)G=X,\qquad
X=-2ic\nabla\cdot\left(\frac{-icu'}D\hat{\mathbf r}\right)=-2c^2\nabla\cdot\left(\frac{\nabla u}{D}\right).
\]

Putting \(G=u-F\) in the first equality gives \(2DF=(D+2c^2)u\), which fixes \(F\) and \(G\). Then \(X=(D-2c^2)F=(D^2-4c^4)u/(2D)\), which is the radial equation. \(\square\)

This reduction was tested by inserting numerical radial solutions into the 16-component Hamiltonian.

Set \(r_0=1/W\), \(x=r/r_0\), \(d=1-1/x\) and \(k=2c^2/W\). The radial equation becomes

\[
-\frac1{x^2}\frac{d}{dx}\left(\frac{x^2}{d}\frac{du}{dx}\right)=\frac{\alpha^2}{4}\left(d-\frac{k^2}{d}\right)u .
\]

As \(x\to0\), \(d\approx-1/x\), and this reduces to \(x^{-2}(x^3u')'=-\alpha^2u/(4x)\). A power \(x^\nu\) gives \(\nu(\nu+2)=-\alpha^2/4\), the theorem's equation again.

The approach to this limit can be calculated. To first order in \(\alpha^2\), put \(u=1\) on the right and \(k=1\), which is accurate when \(|W-2c^2|\ll2c^2\). Then \(x^2(d-1/d)=x(1-2x)/(x-1)\). Integration from zero, without the singular solution, gives

\[
\frac{d\ln u}{d\ln r}\approx-\frac{\alpha^2}{4}\,\frac{1-x}{x^2}\left[x+x^2+\ln(1-x)\right],\qquad 0<x<1 .
\]

The bracket starts as \(x^2/2\), so the limit is \(-\alpha^2/8\). The power law therefore requires \(r\ll r_0\), where \(r_0\approx\alpha^2/2\).

## Where the inner solution ends

At \(r=r_0\) the repulsion equals the total energy and \(D=0\). With \(y=x-1\), the leading radial equation is \((u'/y)'=(\alpha^2k^2/4)u/y\). A power \(y^q\) requires \(q(q-2)=0\), so the exponents are 0 and 2.

For small \(\alpha\), the solution that starts as \(r^\nu\) varies very slowly and reaches \(r_0\) with \(u\neq0\). Then \(F\approx ku/(2y)\), and its norm diverges as \(1/|y|\). For the physical \(\alpha\), a function of this symmetry that solves the equation on both sides and is square integrable near \(r=0\) and near \(r=r_0\) must therefore vanish for \(r<r_0\), and its outer part must have the exponent 2. The power \(r^\nu\) belongs to the local equation, not to such a function.

Even this function fails at \(r_0\) itself. Its mixed component, proportional to \(u'/D\), is zero inside and tends to a nonzero value from outside. The derivative of this jump is a delta function. Only a term \(F=-G\propto\delta(r-r_0)\) could cancel it, since \(D(r_0)=0\) and such a term leaves \(u\) unchanged, and that term is not square integrable. Among square-integrable functions the equation is not satisfied across \(r_0\). The outer solution is therefore used below only for \(r>r_0\).

The outer part also shows how the nonrelativistic cusp returns for this particular function. For \(x\) of order one the right side of the radial equation is negligible, so \(x^2u'/d\) is constant. With \(u(1)=0\) this integrates to

\[
u\propto\left(1-\frac{r_0}{r}\right)^2 .
\]

For \(r\gg\alpha^2\), \(D\approx2c^2\) and \((D^2-4c^4)/D\approx2(\varepsilon-1/r)\), with \(\varepsilon=W-2c^2\). The equation becomes \(-\nabla^2u+u/r=\varepsilon u\), whose regular solution starts as \(1+r/2\). Matching the tail \(-2r_0/r\approx-\alpha^2/r\) gives, to leading order,

\[
\frac{u'}u\approx\frac12+\frac{\alpha^2}{r^2},\qquad \alpha^2\ll r\ll1 .
\]

The two terms are equal at \(r=\sqrt2\,\alpha\). In this outer solution the slope \(1/2\) thus needs \(\alpha\ll r\ll1\). The term \(\alpha^2/r^2\) comes from the double zero imposed at \(r_0\) and is not a general property of the pair. If the inner solution is continued through \(r_0\) by writing \(\ln|1-x|\) in the first-order integral, then \(du/dr\to W\alpha^2/4\approx1/2\) for large \(x\) with no such term, and the slope is close to \(1/2\) already for \(r\gg\alpha^2\); that function is not square integrable at \(r_0\). These slopes refer to \(u=F+G\). Since \(F/u\approx1+\alpha^2/(4r)\), the slope of the LL component is lower by about \(\alpha^2/(4r^2)\).

## Worked example at the physical coupling

Take \(\alpha=0.007297353\) and the chosen energy \(\varepsilon=1\) hartree. Then

\[
-\frac{\alpha^2}{8}=-6.65642\times10^{-6},\qquad \nu=-6.65644\times10^{-6}.
\]

The mixed components have relative amplitude \(2c\nu=-1.824\times10^{-3}\), close to \(-\alpha/4\). The next allowed exponent, for \(J=1\), is \(0.4142\).

The total energy is \(W=37558.73\) hartree, so

\[
r_0=\frac1{37558.73}=2.6625\times10^{-5}\ \text{bohr}=1.409\ \text{fm}.
\]

At \(r/r_0=10^{-4}\) the integrated equation, started with an arbitrary slope much closer to the origin, gives a logarithmic slope of \(-6.655\times10^{-6}\). At \(r/r_0=0.5\) the first-order formula gives

\[
-1.3313\times10^{-5}\times2\times(0.75-0.693147)=-1.514\times10^{-6},
\]

in agreement with the integration.

The divergence is very slow. With \(r\) in bohr, \(r^\nu\) exceeds 1 by \(1.53\times10^{-4}\) at \(10^{-10}\) and by \(3.07\times10^{-4}\) at \(10^{-20}\). It reaches 2 near \(r=10^{-45224}\) bohr, a measure of the exponent and not a physical distance.

The failure at \(r_0\) is much stronger. With \(u\) scaled to 1 at \(r/r_0=10^{-4}\), integrating \(|F|^2x^2\) from \(x=0.5\) to \(1-10^{-4}\) gives 2488, and stopping at \(1-10^{-5}\) gives 24981. The ratio is close to 10, as the \(1/|y|\) law requires.

Outside, the slope \(u'/u\) is \(1.494\) per bohr at \(r=\alpha\), where the leading formula gives \(1.500\). At \(r=3\alpha\) the values are \(0.600\) and \(0.611\). At \(r=0.1\) bohr they are \(0.464\) and \(0.505\), and the next term of the regular solution accounts for most of this gap. Writing \(u=1+r/2+a_2r^2\) gives \(6a_2=\tfrac12-\varepsilon\), hence \(a_2=-1/12\). The slope changes by \((2a_2-\tfrac14)r=-\tfrac5{12}r=-0.042\), which lowers \(0.505\) to about \(0.464\).

These numbers limit the use of \(r^\nu\) as a correlation factor. Continued out to \(r=\alpha\), it would have slope \(\nu/r=-9.1\times10^{-4}\) per bohr, whereas the regular nonrelativistic solution has \(\tfrac12-\tfrac5{12}\alpha=+0.497\). The value \(+1.494\) of the outer solution reflects its double zero at \(r_0\) and is not a benchmark for real electron pairs.

## Conditions and limits

The limits \(r\to0\) and \(c\to\infty\) do not commute. At fixed \(c\) the exponent is \(\nu\). At fixed \(r\), letting \(c\) grow moves \(r_0\) and the scale \(\alpha\) below \(r\), and the outer solution acquires the nonrelativistic cusp. The \(J=1\) exponent tends to \(\sqrt2-1\) as \(\alpha\to0\), which is no nonrelativistic power; it too belongs to a region that shrinks to zero.

The Breit interaction also scales as \(1/r\), so it enters the leading balance and the theorem does not apply to it; with it the \(J=0\) relation becomes \((\nu+1)^2=1-3\alpha^2/4\), an exponent about three times larger. The region \(r\ll r_0\) lies deep inside the reduced Compton wavelength \(\alpha\) bohr (\(r_0\) is \(3.6\times10^{-3}\) of it). There electron vacuum polarization already strengthens \(1/r\) by about 0.65% at \(r_0\) and 2% at \(10^{-4}r_0\). The digits given for \(\nu\) belong to the Dirac-Coulomb model, not to real electrons. Positive-energy projectors are nonlocal and invalidate Lemma 1 as it stands. The analysis of \(r_0\) holds for an isolated pair with \(\mathbf P=0\); the corresponding question in an atom is not settled here.

## Computed values

```
alpha (dimensionless)                    0.007297353
c (atomic units)                         137.035999
nu, J=0 (dimensionless)                  -6.656441e-06
-alpha^2/8 (dimensionless)               -6.656419e-06
rejected J=0 root (dimensionless)        -1.99999334
next exponent, J=1 (dimensionless)       0.414209
J=2 exponent, opposite chirality         1.449487
J=2 exponent, equal chirality            1.645749
mixed/LL amplitude 2c*nu (dimensionless) -1.824344e-03
-alpha/4 (dimensionless)                 -1.824338e-03
test coupling alpha_test (dimensionless) 0.90
nu at alpha_test, 16-comp. eigenproblem  -0.10697145
nu at alpha_test, formula                -0.10697145
relative residual, right exponent        2.1e-08
relative residual, exponent + 0.05       4.5e-01
pair energy W - 2c^2 (hartree)           1.0
W (hartree)                              37558.730
r0 = 1/W (bohr)                          2.662497e-05
r0 (fm)                                  1.4089
inner dln(u)/dln(r) at r/r0=0.0001       -6.65533e-06
inner dln(u)/dln(r) at r/r0=0.01         -6.54561e-06
inner dln(u)/dln(r) at r/r0=0.5          -1.51379e-06
r^nu - 1 at r=1e-06 bohr              9.1966e-05
r^nu - 1 at r=1e-10 bohr              1.5328e-04
r^nu - 1 at r=1e-20 bohr              3.0659e-04
log10(r/bohr) where r^nu = 2             -45223.9
u(r0-)/u(1e-4 r0) (dimensionless)        0.9999487
LL norm from r0/2 to r0(1-1e-4), scaled  2487.63
LL norm from r0/2 to r0(1-1e-5), scaled  24980.67
outer dln(u)/dr at r=alpha    (1/bohr)   1.4936
  1/2 + alpha^2/r^2 (1/bohr)             1.5000
outer dln(u)/dr at r=3 alpha  (1/bohr)   0.5998
  1/2 + alpha^2/r^2 (1/bohr)             0.6111
outer dln(u)/dr at r=0.1      (1/bohr)   0.4642
  1/2 + alpha^2/r^2 (1/bohr)             0.5053
```
